# Kane Electrons in InSb: Limiting Velocity and Effective Compton Length: a program that tests the result

```python
"""
Result under test: the two-band Kane relation E(1 + E/Eg) = k^2/mu is the
Dirac dispersion eps^2 = (Eg/2)^2 + (u k)^2, where eps = E + Eg/2,
u = sqrt(Eg/mu) is the limiting velocity and lam = 2/sqrt(mu Eg) is the
reduced effective Compton length.
Rydberg atomic units: hbar = 1, free mass = 1/2, energy Ry, length a0.
Eg: gap; mu: band-edge mass / free mass; delta: spin-orbit splitting;
P: s-p momentum coupling in Ry a0; E is measured from the conduction edge.
The InSb inputs are rough measured sizes, not computed results.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

Eg, mu, delta = 0.017, 0.014, 0.06
u = np.sqrt(Eg / mu)
lam = 2 / np.sqrt(mu * Eg)

a0 = const.physical_constants["Bohr radius"][0]
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
velocity_unit = a0 * rydberg / const.hbar
u_si = u * velocity_unit
lam_si = lam * a0

# Unit conversion against the defining SI expressions
mass_si = mu * const.m_e
u_direct = np.sqrt(Eg * rydberg / (2 * mass_si))
assert abs(u_si / u_direct - 1) < 1e-7
assert abs(lam_si / (const.hbar / (mass_si * u_direct)) - 1) < 1e-7

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one2 = np.eye(2)
direction = np.array([0.36, 0.48, 0.80])
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l] = 1
    levi[j, i, l] = -1


def kane_energy(k):
    """Positive root of the Kane relation, found numerically."""
    return brentq(lambda e: e * (1 + e / Eg) - k**2 / mu,
                  0, k**2 / mu, xtol=1e-16, rtol=1e-13)


def dirac_levels(k):
    sigma_k = np.einsum("i,iab->ab", k * direction, sigma)
    return np.linalg.eigvalsh(np.kron(sigma[0], u * sigma_k)
                              + np.kron(sigma[2], Eg / 2 * one2))


def slope(function, k):
    h = 1e-4 * k
    return (function(k + h) - function(k - h)) / (2 * h)


# Kane roots against diagonalization of the Dirac matrix
for scaled_k in (0.1, 1.0, 3.0, 20.0):
    k = scaled_k / lam
    eps = kane_energy(k) + Eg / 2
    assert np.allclose(dirac_levels(k), [-eps, -eps, eps, eps],
                       rtol=1e-9, atol=1e-13)
    predicted_v = u * scaled_k / np.sqrt(1 + scaled_k**2)
    assert abs(slope(kane_energy, k) / predicted_v - 1) < 1e-6
assert abs(slope(kane_energy, 100 / lam) / u - 1) < 1e-4

# Band-edge mass: nonparabolicity is of relative order (k lam)^2 / 4
small_k = 1e-3 / lam
dirac_mass_inverse = (dirac_levels(small_k)[-1] - Eg / 2) / small_k**2
assert abs(dirac_mass_inverse * mu - 1) < 1e-5

# Spin-orbit states of the p shell
L = -1j * levi
L_sigma = sum(np.kron(L[l], sigma[l]) for l in range(3))
so_values, so_states = np.linalg.eigh(L_sigma)
assert np.allclose(so_values, [-2, -2, 1, 1, 1, 1])
upper = so_states[:, 2:]
projector = upper @ upper.conj().T
for i in range(3):
    for j in range(3):
        block = projector[2*i:2*i+2, 2*j:2*j+2]
        spin_part = np.einsum("l,lab->ab", levi[i, j], sigma)
        assert np.allclose(block, (2 * (i == j) * one2
                                   - 1j * spin_part) / 3)
        assert np.allclose(sigma[i] @ sigma[j],
                           (i == j) * one2 + 1j * spin_part)

# Infinite spin-orbit splitting: diagonalize the six-band Hamiltonian
P_test = 1.7
for k in (0.3 / lam, 2.0 / lam):
    coupling = 1j * P_test * np.kron(k * direction[None, :], one2) @ upper
    H6 = np.block([[Eg / 2 * one2, coupling],
                   [coupling.conj().T, -Eg / 2 * np.eye(4)]])
    eps = np.sqrt(Eg**2 / 4 + 2 * P_test**2 * k**2 / 3)
    expected = [-eps, -eps, -Eg / 2, -Eg / 2, eps, eps]
    assert np.allclose(np.linalg.eigvalsh(H6), expected,
                       rtol=1e-10, atol=1e-13)

# Midgap decay length from a Fourier integral of the inverse Hamiltonian
k_scale = 0.01


def inverse_element(q):
    k = k_scale * q
    H = np.array([[Eg / 2, u * k], [u * k, -Eg / 2]])
    return np.linalg.inv(H)[0, 0]


x1, x2 = 100.0, 250.0
green = [quad(inverse_element, 0, np.inf, weight="cos",
              wvar=k_scale * x, epsabs=1e-6, limlst=200)[0]
         for x in (x1, x2)]
decay_length = (x2 - x1) / np.log(green[0] / green[1])
assert abs(decay_length / lam - 1) < 1e-5


def coupling_from_mass(splitting, free):
    weight = 2 / (3 * Eg) + 1 / (3 * (Eg + splitting))
    return np.sqrt((1 / mu - free) / weight)


def eight_band_energy(k, splitting=delta, free=1.0):
    """Conduction energy; free=1 includes the free-electron term."""
    P = coupling_from_mass(splitting, free)
    coupling = 1j * P * np.kron(k * direction[None, :], one2)
    p_block = (-(Eg / 2 + splitting / 3) * np.eye(6)
               + splitting / 3 * L_sigma)
    H = np.block([[Eg / 2 * one2, coupling],
                  [coupling.conj().T, p_block]])
    H = H + free * k**2 * np.eye(8)
    return np.linalg.eigvalsh(H)[-1] - Eg / 2


assert abs(eight_band_energy(small_k) / small_k**2 * mu - 1) < 1e-5
for scaled_k in (1.0, 3.0):
    k = scaled_k / lam
    reduced = eight_band_energy(k, splitting=1e4, free=0.0)
    assert abs(reduced / kane_energy(k) - 1) < 1e-4

comparison = []
for scaled_k in (1.0, 3.0):
    k = scaled_k / lam
    comparison.append((scaled_k, k, kane_energy(k), eight_band_energy(k),
                       slope(kane_energy, k) / u,
                       slope(eight_band_energy, k) / u, 2 * k / u))
assert abs(comparison[0][3] / comparison[0][2] - 1) < 0.03
assert abs(comparison[0][5] / comparison[0][4] - 1) < 0.05
assert comparison[1][5] > 1

# Effect of half a unit in the last figure of the gap and the mass
corners = [(Eg + s * 0.0005, mu + t * 0.0005)
           for s in (-1, 1) for t in (-1, 1)]
u_shift = max(abs(np.sqrt(g / m) / u - 1) for g, m in corners)
lam_shift = max(abs(2 / np.sqrt(g * m) / lam - 1) for g, m in corners)
assert 0.5e6 < u_si < 2e6 and 3e-9 < lam_si < 10e-9

print(f"Rough InSb gap Eg (input): {Eg:.3f} Ry")
print(f"Rough InSb mass ratio mu (input): {mu:.3f} (dimensionless)")
print(f"Rough InSb spin-orbit splitting (input): {delta:.2f} Ry")
print(f"Effective rest energy Eg/2: {Eg / 2:.4f} Ry")
print(f"Velocity unit a0 Ry/hbar: {velocity_unit:.4e} m/s")
print(f"Limiting velocity u: {u:.3f} a0 Ry/hbar")
print(f"Limiting velocity u, converted: {u_si:.3e} m/s")
print(f"Reduced Compton length lam: {lam:.1f} a0")
print(f"Reduced Compton length, converted: {lam_si * 1e9:.2f} nm")
print(f"Unreduced length 2 pi lam: {2*np.pi*lam_si*1e9:.1f} nm")
print(f"Midgap decay length from integral: {decay_length:.1f} a0")
print(f"Vacuum light speed / u: {const.c / u_si:.1f} (dimensionless)")
vacuum_length = const.hbar / (const.m_e * const.c)
print(f"lam / vacuum reduced Compton length: "
      f"{lam_si / vacuum_length:.3e} (dimensionless)")
print(f"Largest input-rounding shift of u: {100*u_shift:.1f} percent")
print(f"Largest input-rounding shift of lam: {100*lam_shift:.1f} percent")
print(f"Eight-band coupling P: {coupling_from_mass(delta, 1):.3f} Ry a0")
for scaled_k, k, e2, e8, v2, v8, free_v in comparison:
    print(f"At k lam = {scaled_k:.0f}: k = {k:.5f} 1/a0")
    print(f"  two-band energy E: {e2:.5f} Ry")
    print(f"  eight-band energy E: {e8:.5f} Ry")
    print(f"  energy excess of eight-band: {100*(e8/e2-1):.1f} percent")
    print(f"  two-band velocity / u: {v2:.3f} (dimensionless)")
    print(f"  eight-band velocity / u: {v8:.3f} (dimensionless)")
    print(f"  velocity excess of eight-band: {100*(v8/v2-1):.1f} percent")
    print(f"  free-electron term 2k / u: {free_v:.3f} (dimensionless)")
print("PASS")
```

Running it gives:

```
Rough InSb gap Eg (input): 0.017 Ry
Rough InSb mass ratio mu (input): 0.014 (dimensionless)
Rough InSb spin-orbit splitting (input): 0.06 Ry
Effective rest energy Eg/2: 0.0085 Ry
Velocity unit a0 Ry/hbar: 1.0938e+06 m/s
Limiting velocity u: 1.102 a0 Ry/hbar
Limiting velocity u, converted: 1.205e+06 m/s
Reduced Compton length lam: 129.6 a0
Reduced Compton length, converted: 6.86 nm
Unreduced length 2 pi lam: 43.1 nm
Midgap decay length from integral: 129.6 a0
Vacuum light speed / u: 248.7 (dimensionless)
lam / vacuum reduced Compton length: 1.777e+04 (dimensionless)
Largest input-rounding shift of u: 3.3 percent
Largest input-rounding shift of lam: 3.4 percent
Eight-band coupling P: 1.272 Ry a0
At k lam = 1: k = 0.00771 1/a0
  two-band energy E: 0.00352 Ry
  eight-band energy E: 0.00358 Ry
  energy excess of eight-band: 1.8 percent
  two-band velocity / u: 0.707 (dimensionless)
  eight-band velocity / u: 0.731 (dimensionless)
  velocity excess of eight-band: 3.3 percent
  free-electron term 2k / u: 0.014 (dimensionless)
At k lam = 3: k = 0.02314 1/a0
  two-band energy E: 0.01838 Ry
  eight-band energy E: 0.01957 Ry
  energy excess of eight-band: 6.5 percent
  two-band velocity / u: 0.949 (dimensionless)
  eight-band velocity / u: 1.053 (dimensionless)
  velocity excess of eight-band: 11.0 percent
  free-electron term 2k / u: 0.042 (dimensionless)
PASS
```
